# Moire period of graphene on hexagonal boron nitride under a small twist

## Problem

A graphene sheet lies on hexagonal boron nitride (hBN). Both crystals have triangular lattices, and the lattice constant of hBN is 1.8 percent larger than that of graphene. Show that turning the hBN lattice from zero to one degree relative to graphene shortens the moire period from about 13.9 to 9.9 nm. Find also how far the moire pattern itself turns.

Take the graphene lattice constant as \(a=0.246\) nm, a rough typical value, and refer the mismatch to graphene:

\[
\delta=\frac{a_{\rm hBN}-a}{a}=0.018 .
\]

Both layers are rigid and unstrained. The twist \(\theta\) is counted anticlockwise from the orientation in which the lattice vectors of the two layers are parallel.

## Hints

**Hint 1.** The moire pattern is a pattern of local stacking. Find a quantity that tells, at each point of the plane, how the hBN cell is shifted relative to the graphene cell, and ask when it returns to the same value.

**Hint 2.** The hBN lattice is obtained from the graphene lattice by one linear map, an enlargement combined with a rotation. Write the shift of Hint 1 with the inverse of this map.

**Hint 3.** Treat a vector \((x,y)\) as the complex number \(x+iy\). A rotation with a scaling is then multiplication by a single complex number, whose modulus gives the length and whose argument gives the direction.

**Hint 4.** One degree is a small angle, but it must be compared with the mismatch, which is also small. Convert it to radians before deciding whether it can be neglected.

## Full solution

### The local registry

Let \(\mathbf a_1,\mathbf a_2\) be the primitive vectors of graphene, both of length \(a\) and 60 degrees apart, and let \(\Lambda\) be the lattice they generate. The hBN lattice consists of the points \(M\mathbf R\) with \(\mathbf R\) in \(\Lambda\), where

\[
M=(1+\delta)\,R(\theta)
\]

and \(R(\theta)\) is the rotation by \(\theta\). The origin is placed where a lattice point of one layer lies over a lattice point of the other. A different choice would move the whole pattern without changing its period.

Consider a point \(\mathbf r\) of the plane. Its position within the graphene cell is \(\mathbf r\), up to a vector of \(\Lambda\). To find its position within the hBN cell, map that cell back onto the graphene cell with \(M^{-1}\). The position is then \(M^{-1}\mathbf r\), again up to a vector of \(\Lambda\). The difference of the two positions is the local registry:

\[
\mathbf d(\mathbf r)=(1-M^{-1})\,\mathbf r \quad\text{modulo }\Lambda .
\]

Its meaning is plain at an hBN lattice point, \(\mathbf r=M\mathbf R\). There \(M^{-1}\mathbf r=\mathbf R\) belongs to \(\Lambda\) and drops out, so \(\mathbf d\) is the displacement of the hBN point from a graphene lattice point. Since \(M\) is close to the identity, \(\mathbf d\) changes little over a few lattice constants. A small region therefore looks like two matched layers with a fixed relative shift, and this shift varies slowly across the sample.

### When the registry repeats

The registry at \(\mathbf r+\mathbf L\) equals that at \(\mathbf r\) if the added part is a graphene lattice vector:

\[
(1-M^{-1})\,\mathbf L=\mathbf R,\qquad \mathbf R\in\Lambda .
\]

The shortest nonzero choices of \(\mathbf R\) have length \(a\). Taking \(\mathbf R=\mathbf a_i\) gives the primitive moire vectors

\[
\mathbf L_i=(1-M^{-1})^{-1}\mathbf a_i ,\qquad i=1,2 .
\]

The inverse exists unless \(M=1\), that is, unless the mismatch and the twist both vanish. In that case the registry is uniform and there is no moire pattern.

### Length of the moire vectors

In complex notation \(M\) is multiplication by \((1+\delta)e^{i\theta}\), and \(M^{-1}\) is multiplication by \(e^{-i\theta}/(1+\delta)\). Hence

\[
1-M^{-1}\;\rightarrow\;1-\frac{e^{-i\theta}}{1+\delta}
=\frac{(1+\delta-\cos\theta)+i\sin\theta}{1+\delta}.
\]

The squared modulus of the numerator is

\[
(1+\delta-\cos\theta)^2+\sin^2\theta
=(1+\delta)^2-2(1+\delta)\cos\theta+1 ,
\]

where \(\cos^2\theta+\sin^2\theta=1\) was used. To separate the mismatch from the twist, add and subtract \(2(1+\delta)\):

\[
(1+\delta)^2-2(1+\delta)+1+2(1+\delta)(1-\cos\theta)
=\delta^2+2(1+\delta)(1-\cos\theta).
\]

The first three terms are the square of \((1+\delta)-1=\delta\). The length of \(\mathbf L_i\) is \(a\) divided by the modulus of the complex factor, so

\[
\boxed{\,L(\theta)=\frac{(1+\delta)\,a}{\sqrt{\delta^2+2(1+\delta)(1-\cos\theta)}}\,}
\]

Multiplication by one complex number turns and scales all vectors alike. The moire lattice is therefore triangular, like that of graphene, and \(L\) is its lattice constant. The derivation assumes that \(M\) is close to the identity, that is, a small twist. A triangular lattice returns to itself after a turn of 60 degrees, so \(\theta\) must be counted from the nearest multiple of 60 degrees. At twists of 59, 60 and 61 degrees the periods are again 9.945, 13.913 and 9.945 nm, whereas inserting these angles in the formula would give about 0.25 nm.

### Why the twist shortens the period

Between zero and one degree \(1-\cos\theta\) grows with \(\theta\), because its derivative \(\sin\theta\) is positive for \(\theta>0\). The denominator grows, the numerator is fixed, and \(L\) falls steadily. Physically, mismatch and twist both make the registry drift as one moves across the sample. With both present the drift is faster, and a full lattice vector of shift is accumulated over a shorter distance.

### Numbers

The numerator is the hBN lattice constant, \((1+\delta)a=1.018\times0.246=0.250428\) nm. At zero twist the square root is \(\delta\), and

\[
L(0)=\frac{0.250428\ \text{nm}}{0.018}=13.913\ \text{nm}.
\]

At one degree, \(1-\cos\theta=1.5230\times10^{-4}\). The two terms under the root are

\[
\delta^2=3.2400\times10^{-4},\qquad
2(1+\delta)(1-\cos\theta)=3.1009\times10^{-4}.
\]

The root of their sum is 0.025181, so

\[
L(1^\circ)=\frac{0.250428\ \text{nm}}{0.025181}=9.945\ \text{nm}.
\]

To one decimal the periods are 13.9 and 9.9 nm, as was to be shown; in angstrom they are about 139 and 99. The ratio is 0.715. One degree is 0.01745 radians, almost the same as the mismatch of 0.018. This is why so small a twist has a large effect.

### How the pattern turns

The complex factor that multiplies \(\mathbf L_i\) to give \(\mathbf a_i\) has the argument \(\arctan[\sin\theta/(1+\delta-\cos\theta)]\). Dividing by the factor reverses the sign of this angle. Relative to graphene, the moire vectors are turned by

\[
\varphi=-\arctan\frac{\sin\theta}{1+\delta-\cos\theta}.
\]

At one degree \(\varphi=-43.87\) degrees. The minus sign means that the pattern turns clockwise when hBN is turned anticlockwise. For \(\theta\ll\delta\) the formula becomes \(\varphi\approx-\theta/\delta\), so the rotation of the pattern starts about 56 times faster than the twist. A triangular lattice looks the same after a turn of 60 degrees. The angle given here is the one reached by following the pattern continuously from zero twist.

### A check on explicit lattices

The registry argument can be tested by laying finite patches of the two lattices over each other and finding the distance from each hBN lattice point to the nearest graphene lattice point. Points with small distances gather in spots, whose centres form the moire lattice. With the same \(a\) and \(\delta\), the measured spacings and rotations are:

| Twist (deg) | Spacing (nm) | Rotation (deg) |
|---:|---:|---:|
| 0 | 13.913 | 0.00 |
| 0.25 | 13.514 | −13.62 |
| 0.50 | 12.498 | −25.82 |
| 0.75 | 11.217 | −35.90 |
| 1.00 | 9.945 | −43.87 |

The formulas for \(L\) and \(\varphi\) give the same values to all digits shown.

### Limits of the formula

*Zero twist.* Here \(L=(1+\delta)a/\delta\), which is \(1/\delta+1=56.56\) graphene lattice constants or \(1/\delta=55.56\) hBN lattice constants. The two counts differ by one, as in a vernier scale: one period is the distance over which graphene gains one lattice constant on hBN. Neither count is a whole number. The registry repeats after \(L\), but the atomic positions do not repeat exactly after the same distance.

*Small twist.* With \(1-\cos\theta\approx\theta^2/2\), the sum under the root is \(\delta^2+(1+\delta)\theta^2\). Expanding for \(\theta\ll\delta\) gives

\[
L(\theta)\approx L(0)\left[1-\frac{(1+\delta)\theta^2}{2\delta^2}\right].
\]

The first correction is quadratic, so a slight misalignment hardly matters near zero: at 0.1 degree the period is still 13.85 nm. Around one degree the curve is steep, and the period is 10.44 nm at 0.9 degree and 9.47 nm at 1.1 degree.

*No mismatch.* For \(\delta=0\), the identity \(1-\cos\theta=2\sin^2(\theta/2)\) gives \(L=a/[2\sin(\theta/2)]\) for small positive \(\theta\). This is the result for two equal lattices, and it grows without bound as \(\theta\to0\). With a mismatch the period stays finite, and \(L(0)\) is its largest value.

### The model beside real samples

Moire periods of roughly 14 nm are typical of well-aligned graphene on hBN, so the parameters lie in the real range. The second and third digits depend on the inputs. A mismatch quoted as 1.8 percent may lie anywhere from 1.75 to 1.85 percent, which moves \(L(0)\) from 14.30 to 13.54 nm and \(L(1^\circ)\) from 10.08 to 9.81 nm. This window reflects rounding only, and a small change of the lattice constants can leave it: 0.2462 nm for graphene and 0.2504 nm for hBN give 1.71 percent and periods of 14.68 and 10.22 nm. If the 1.8 percent were referred to hBN instead of graphene, the periods would be 13.67 and 9.85 nm.

Real devices also break the assumption of unstrained layers. Suppose that graphene is stretched by 0.1 percent along one of its lattice vectors and contracts sideways with a Poisson ratio of 0.17 (rough), while hBN stays unstrained and the twist stays zero. The three shortest moire vectors then have lengths of 14.03, 14.03 and 14.75 nm. The effect is large because the strain must be compared with the mismatch of 1.8 percent and not with unity.

Temperature acts in the same way. If the expansion coefficients of the layers differ by \(10^{-6}\) per kelvin, a rough figure, and each layer expands freely, a change of 300 K alters \(\delta\) by about \(3\times10^{-4}\). If \(\delta\) grows by this amount, the period falls by about 0.2 nm at zero twist and by 0.08 nm at one degree. The shift is nearly proportional to the assumed difference: with \(5\times10^{-6}\) per kelvin it would be 1.07 and 0.41 nm.

Atoms also relax locally towards favourable stacking. If the added displacement \(\mathbf u(\mathbf r)\) itself repeats with the moire lattice, the registry becomes \((1-M^{-1})\mathbf r+\mathbf u(\mathbf r)\), and both parts return after \(\mathbf L_i\). The period is unchanged. On the explicit lattices at zero twist, a periodic displacement of up to 0.0099 nm left the spacing at 13.913 nm. Relaxation that changes the average strain or the average twist generally changes the period, although a change of strain and a change of twist can compensate each other.

## Variation 1: the twist that reduces the period by \(\sqrt2\)

**Question.** At which twist has the period fallen to \(L(0)/\sqrt2\), and how does the sensitivity to the mismatch change there?

**Solution.** The numerator of \(L\) does not depend on \(\theta\), so the sum under the root must double. The twist term must therefore equal the mismatch term:

\[
2(1+\delta)(1-\cos\theta)=\delta^2 .
\]

For small angles the left side is \((1+\delta)\theta^2\), and

\[
\theta=\frac{\delta}{\sqrt{1+\delta}},
\]

which is 1.022 degrees for \(\delta=0.018\). One degree lies just below this value, in agreement with the ratio 0.715 found above, which is slightly larger than \(1/\sqrt2\approx0.707\).

For the sensitivity, replace the factors \(1+\delta\) by one, which is accurate to a few percent here. Then \(L\approx a/\sqrt{\delta^2+\theta^2}\), and at fixed twist

\[
\frac{\partial L}{\partial\delta}\approx-\frac{a\,\delta}{(\delta^2+\theta^2)^{3/2}} .
\]

At \(\theta=0\) this is \(-a/\delta^2\). At \(\theta=\delta\) it is smaller by the factor \(2^{3/2}\approx2.8\). Multiplied by a change of \(3\times10^{-4}\) in \(\delta\), these derivatives give 0.23 and 0.08 nm, in line with the thermal estimates above. The derivative with respect to the twist in radians is \(-a\,\theta/(\delta^2+\theta^2)^{3/2}\) in the same approximation. It vanishes at \(\theta=0\) and equals the mismatch derivative at \(\theta=\delta\). A period measured near alignment is thus a sensitive gauge of the mismatch, while one measured near one degree responds about equally to mismatch and twist.

## Variation 2: the electron density that fills one miniband

**Question.** The moire pattern acts on the electrons of graphene as a periodic potential and divides their bands into minibands. What electron density fills one miniband at zero and at one degree?

**Solution.** The moire cell is a rhombus with sides \(L\) and an angle of 60 degrees, so its area is

\[
A_{\rm m}=L^2\sin60^\circ=\frac{\sqrt3}{2}L^2 .
\]

The Brillouin zone of the moire lattice has the area \((2\pi)^2/A_{\rm m}\). A sample of area \(A\) has \(A/(2\pi)^2\) allowed wavevectors per unit area of wavevector space. The zone therefore contains \(A/A_{\rm m}\) of them, one for each moire cell. Graphene has two spin states and two valleys. The valleys stay separate to a good approximation, because the moire potential varies slowly on the atomic scale and cannot supply the large wavevector between them. Each miniband then holds four electrons per moire cell:

\[
n=\frac{4}{A_{\rm m}}=\frac{8}{\sqrt3\,L^2}.
\]

At zero twist, \(L=13.913\times10^{-7}\) cm gives \(n=2.39\times10^{12}\) cm\(^{-2}\). At one degree, \(L=9.945\times10^{-7}\) cm gives \(n=4.67\times10^{12}\) cm\(^{-2}\). The density nearly doubles because it varies as \(1/L^2\). Both values are within reach of ordinary electrostatic gating.

If the first miniband above the neutrality point does not overlap in energy with the next one, \(n\) is the density, counted from neutrality, at which it is just full. Whether such an overlap occurs, and whether a gap opens, depends on the strength and form of the moire potential, which the geometry does not supply. The values given here carry more digits than the rough lattice constants justify for a real sample.

## Table of computed values

```
graphene lattice constant: 0.246 nm
mismatch referred to graphene: 1.8 percent
hBN lattice constant: 0.250428 nm
one degree in radians: 0.017453
1 - cos(1 degree): 1.5230e-04
mismatch term delta^2: 3.2400e-04
twist term at 1 degree: 3.1009e-04
square root of their sum: 0.025181
twist 0.00 deg: L formula 13.913 nm, lattices 13.913 nm
  moire rotation: formula 0.00 deg, lattices -0.00 deg
twist 0.25 deg: L formula 13.514 nm, lattices 13.514 nm
  moire rotation: formula -13.62 deg, lattices -13.62 deg
twist 0.50 deg: L formula 12.498 nm, lattices 12.498 nm
  moire rotation: formula -25.82 deg, lattices -25.82 deg
twist 0.75 deg: L formula 11.217 nm, lattices 11.217 nm
  moire rotation: formula -35.90 deg, lattices -35.90 deg
twist 1.00 deg: L formula 9.945 nm, lattices 9.945 nm
  moire rotation: formula -43.87 deg, lattices -43.87 deg
main periods in angstrom: 139.1 and 99.5
ratio L(1 deg)/L(0): 0.7148
twist where both terms are equal: 1.022 deg
L(0) in graphene lattice constants: 56.56
L(0) in hBN lattice constants: 55.56
filling density at 0 deg: 2.386e+12 cm^-2
filling density at 1 deg: 4.670e+12 cm^-2
L(0) if 1.8 percent refers to hBN: 13.667 nm
L(1 deg) if 1.8 percent refers to hBN: 9.855 nm
mismatch 1.75 percent: L(0) 14.30 nm, L(1 deg) 10.08 nm
mismatch 1.85 percent: L(0) 13.54 nm, L(1 deg) 9.81 nm
L at 0.9 deg: 10.44 nm, at 1.1 deg: 9.47 nm
L at 0.1 deg: 13.85 nm
uniaxial graphene strain: 0.1 percent, Poisson ratio 0.17 (rough)
three periods under this strain, 0 deg: 14.03, 14.03, 14.75 nm
differential expansion (rough): 1e-06 1/K over 300 K
thermal change of L: 0.22 nm at 0 deg, 0.08 nm at 1 deg
largest local relaxation shift tried: 0.0099 nm
period on relaxed lattices, 0 deg: 13.913 nm
```
